# What charge does a displaced plane in an open-circuit slab reveal?: a numerical check

```python
"""
Result under test: moving one sheet of ions along the normal of an insulating
slab in open circuit (D = 0) changes the dipole per surface cell by
    (Callen charge) * shift,   Callen charge = Born charge / eps,
where eps is the electronic dielectric constant along the normal.

Model: every plane holds one cation M and one anion X per surface cell.
Two chains run along the normal, M and X alternating in opposite order.
Electrons hop along the chains and feel the Hartree field of all planes.
  half_split : site levels are +half_split on M and -half_split on X (eV)
  HOP        : hopping strength at the equilibrium bond length (eV)
  DECAY      : hopping = -HOP * exp(-(bond - SPACING)/DECAY) (angstrom)
  SPACING    : distance between planes (angstrom)
  AREA       : surface cell area (angstrom^2)
  WIDTH      : standard deviation of the Gaussian charge sheets (angstrom)
Each core has charge +1; each M-X pair has two electrons.
Charges are in units of e, fields in V/angstrom, dipoles in e*angstrom.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.special import erf

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # e^2 in eV*angstrom
HOP, DECAY, SPACING, AREA, WIDTH = 1.5, 1.0, 2.0, 8.0, 0.5
SHIFT, FIELD = 0.002, 0.001          # finite-difference steps


def open_kernel(dz):
    """Potential of a unit Gaussian sheet charge, free boundaries."""
    smooth_abs = (dz * erf(dz / (2 * WIDTH))
                  + 2 * WIDTH / np.sqrt(np.pi) * np.exp(-(dz / (2 * WIDTH))**2))
    return -2 * np.pi * E2 / AREA * smooth_abs


def periodic_kernel(z, length):
    """Same interaction in a periodic cell with zero mean field (Fourier sum)."""
    n = np.arange(1, int(6 / WIDTH * length / (2 * np.pi)) + 1)
    g = 2 * np.pi * n / length
    weight = 8 * np.pi * E2 / (AREA * length) * np.exp(-(g * WIDTH)**2) / g**2
    c, s = np.cos(np.outer(z, g)), np.sin(np.outer(z, g))
    return (c * weight) @ c.T + (s * weight) @ s.T


def solve_slab(n_planes, half_split, moved=(), shift=0.0, field=0.0, length=None):
    """Self-consistent slab; 'moved' lists planes whose M ion is shifted."""
    plane = np.arange(n_planes)
    z = np.tile(SPACING * (plane - (n_planes - 1) / 2), (2, 1))
    for m in moved:
        z[(m + 1) % 2, m] += shift
    is_cation = (plane[None, :] + np.arange(2)[:, None]) % 2 == 1
    level = np.where(is_cation, half_split, -half_split)
    hop = -HOP * np.exp(-(np.diff(z, axis=1) - SPACING) / DECAY)
    flat = z.ravel()
    if length is None:
        kernel = open_kernel(flat[:, None] - flat[None, :])
    else:
        kernel = periodic_kernel(flat, length)
    energy_shift = np.zeros(2 * n_planes)      # electron potential energy
    occ = n_planes // 2
    for _ in range(40):
        number = np.zeros(2 * n_planes)
        chi = np.zeros((2 * n_planes, 2 * n_planes))
        rho = []
        for c in range(2):
            block = slice(c * n_planes, (c + 1) * n_planes)
            h = (np.diag(level[c] + energy_shift[block])
                 + np.diag(hop[c], 1) + np.diag(hop[c], -1))
            e, v = np.linalg.eigh(h)
            rho.append(v[:, :occ] @ v[:, :occ].T)
            number[block] = 2 * np.diag(rho[c])
            pair = (v[:, :occ, None] * v[:, None, occ:]).reshape(n_planes, -1)
            gap = (e[:occ, None] - e[None, occ:]).ravel()
            chi[block, block] = 4 * (pair / gap) @ pair.T
        charge = 1.0 - number
        residual = energy_shift - (field * flat - kernel @ charge)
        step = np.linalg.solve(np.eye(2 * n_planes) - kernel @ chi, residual)
        energy_shift = energy_shift - step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("self-consistency not reached")
    return SimpleNamespace(z=z, charge=charge.reshape(2, -1), rho=rho, hop=hop,
                           energy=energy_shift.reshape(2, -1),
                           dipole=float(charge @ flat))


def dipole_per_shift(n_planes, half_split, moved, length=None):
    plus = solve_slab(n_planes, half_split, moved, SHIFT, length=length)
    minus = solve_slab(n_planes, half_split, moved, -SHIFT, length=length)
    return (plus.dipole - minus.dipole) / (2 * SHIFT)


def polarizability(n_planes, half_split):
    plus = solve_slab(n_planes, half_split, field=FIELD)
    minus = solve_slab(n_planes, half_split, field=-FIELD)
    return (plus.dipole - minus.dipole) / (2 * FIELD)


def force_on_cation(slab, m, field):
    """Hellmann-Feynman force on the M ion of inner plane m (eV/angstrom)."""
    c = (m + 1) % 2
    right = slab.hop[c, m] * slab.rho[c][m, m + 1]
    left = slab.hop[c, m - 1] * slab.rho[c][m, m - 1]
    bond_force = -4 * (right - left) / DECAY
    slope = -2 * np.pi * E2 / AREA * erf((slab.z[c, m] - slab.z) / (2 * WIDTH))
    local_field = field - np.sum(slab.charge * slope)
    return bond_force + slab.charge[c, m] * local_field


def bulk_formulas(half_split, n=4000):
    """Static charge, bond part of the Born charge, dielectric constant."""
    theta = 2 * np.pi * (np.arange(n) + 0.5) / n
    band = np.sqrt(half_split**2 + 4 * HOP**2 * np.cos(theta)**2)
    sin2 = np.sin(theta)**2
    static = np.mean(half_split / band)
    bond = 4 * HOP**2 * SPACING * half_split / DECAY * np.mean(sin2 / band**3)
    alpha = 2 * (HOP * SPACING * half_split)**2 * np.mean(sin2 / band**5)
    return static, bond, 1 + 4 * np.pi * E2 * alpha / (AREA * SPACING)


def berry_dipole(half_split, shift, n_k=1000):
    """Dipole per M-X pair in the bulk at zero field, from the Berry phase."""
    cell = 2 * SPACING
    position = np.array([0.0, SPACING + shift])          # X, M
    left = -HOP * np.exp(-shift / DECAY)
    right = -HOP * np.exp(shift / DECAY)
    states = []
    for k in 2 * np.pi / cell * np.arange(n_k) / n_k:
        off = (left * np.exp(1j * k * (SPACING + shift))
               + right * np.exp(-1j * k * (SPACING - shift)))
        h = np.array([[-half_split, off], [np.conj(off), half_split]])
        states.append(np.linalg.eigh(h)[1][:, 0])
    states.append(np.exp(-2j * np.pi / cell * position) * states[0])
    product = 1.0 + 0j
    for a, b in zip(states[:-1], states[1:]):
        overlap = np.vdot(a, b)
        product *= overlap / abs(overlap)
    centre = -np.angle(product) * cell / (2 * np.pi)
    return position.sum() - 2 * centre


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---------------------------------------------------------------- main case
N, MID, SPLIT = 40, 20, 3.0
static, bond, eps = bulk_formulas(SPLIT)
born = static + bond
callen = born / eps
born_berry = (berry_dipole(SPLIT, SHIFT) - berry_dipole(SPLIT, -SHIFT)) / (2 * SHIFT)
assert close(born_berry, born, 2e-4)

rest = solve_slab(N, SPLIT)
static_slab = rest.charge[(MID + 1) % 2, MID]
assert close(static_slab, static, 1e-3)
assert abs(rest.dipole) < 1e-7

slab_mid = dipole_per_shift(N, SPLIT, [MID])
slab_off = dipole_per_shift(N, SPLIT, [12])
slab_surface = dipole_per_shift(N, SPLIT, [0])
assert close(slab_mid, callen, 1e-3)
assert close(slab_off, callen, 1e-3)

# force and inner field when an outer field is applied
up, down = (solve_slab(N, SPLIT, field=f) for f in (FIELD, -FIELD))
force_charge = (force_on_cation(up, MID, FIELD)
                - force_on_cation(down, MID, -FIELD)) / (2 * FIELD)
assert close(force_charge, callen, 1e-3)
change = (up.energy - down.energy)[0] / (2 * FIELD)
inner_ratio = (change[MID + 2] - change[MID - 2]) / (4 * SPACING)
assert close(inner_ratio, 1 / eps, 1e-3)

# polarizability per added plane, and the Born charge recovered from slabs
alpha_30, alpha_40 = polarizability(30, SPLIT), polarizability(N, SPLIT)
screen = 4 * np.pi * E2 * (alpha_40 - alpha_30) / (10 * AREA * SPACING)
eps_slab = 1 / (1 - screen)
assert close(eps_slab, eps, 2e-3)
born_recovered = slab_mid * eps_slab
assert close(born_recovered, born_berry, 3e-3)

# all M ions moved together: dipole gained per added plane
all_40 = dipole_per_shift(N, SPLIT, range(N))
all_30 = dipole_per_shift(30, SPLIT, range(30))
per_plane = (all_40 - all_30) / 10
assert close(per_plane, callen, 2e-3)

# potential step and locality for a definite shift
u_example = 0.01
bent = solve_slab(N, SPLIT, [MID], u_example)
step_volt = float(np.sum((open_kernel(60 - bent.z) - open_kernel(-60 - bent.z))
                         * bent.charge))
step_formula = 4 * np.pi * E2 * callen * u_example / AREA
step_naive = 4 * np.pi * E2 * born * u_example / AREA
assert close(step_volt, step_formula, 2e-3)
induced = np.abs((bent.charge - rest.charge).sum(axis=0))
far = np.abs(np.arange(N) - MID) >= 8
far_ratio = induced[far].max() / induced.max()
assert far_ratio < 1e-2

# periodic supercells without dipole correction
supercells = []
for length in (80.0, 100.0, 160.0, 320.0, 1280.0):
    direct = dipole_per_shift(N, SPLIT, [MID], length)
    formula = callen / (1 - 4 * np.pi * E2 * alpha_40 / (AREA * length))
    assert close(direct, formula, 3e-3)
    supercells.append((length, direct, formula))

# other level splittings change the dielectric constant
scan = []
for split in (4.0, 3.0, 2.0):
    s, b, ep = bulk_formulas(split)
    direct = dipole_per_shift(N, split, [MID])
    assert close(direct, (s + b) / ep, 2e-3)
    scan.append((split, s + b, ep, (s + b) / ep, direct))

print(f"half level splitting                 {SPLIT:.1f} eV")
print(f"hopping                              {HOP:.1f} eV")
print(f"hopping decay length                 {DECAY:.1f} angstrom")
print(f"plane spacing                        {SPACING:.1f} angstrom")
print(f"surface cell area                    {AREA:.1f} angstrom^2")
print(f"Gaussian sheet width                 {WIDTH:.1f} angstrom")
print(f"number of planes                     {N}")
print(f"e^2                                  {E2:.4f} eV angstrom")
print(f"static charge of M, bulk formula     {static:.4f} e")
print(f"static charge of M, slab centre      {static_slab:.4f} e")
print(f"bond part of Born charge             {bond:.4f} e")
print(f"Born charge, formula                 {born:.4f} e")
print(f"Born charge, Berry phase             {born_berry:.4f} e")
print(f"dielectric constant, bulk formula    {eps:.4f}")
print(f"Callen charge = Born/eps             {callen:.4f} e")
print(f"slab dipole/shift, plane {MID}          {slab_mid:.4f} e")
print(f"slab dipole/shift, plane 12          {slab_off:.4f} e")
print(f"slab dipole/shift, surface plane 0   {slab_surface:.4f} e")
print(f"force/outer field, plane {MID}          {force_charge:.4f} e")
print(f"inner field/outer field              {inner_ratio:.4f}")
print(f"1/eps                                {1 / eps:.4f}")
print(f"polarizability, 30 planes            {alpha_30:.4f} e angstrom^2/V")
print(f"polarizability, 40 planes            {alpha_40:.4f} e angstrom^2/V")
print(f"dielectric constant from slabs       {eps_slab:.4f}")
print(f"Born charge recovered from slabs     {born_recovered:.4f} e")
print(f"all M moved: dipole/shift per plane  {per_plane:.4f} e")
print(f"example shift                        {u_example:.2f} angstrom")
print(f"potential step, slab                 {step_volt:.4f} V")
print(f"potential step, Callen charge        {step_formula:.4f} V")
print(f"potential step, Born charge (wrong)  {step_naive:.4f} V")
print(f"induced charge 8+ planes off / max   {far_ratio:.1e}")
print("supercell length (angstrom), apparent charge direct, formula (e)")
for length, direct, formula in supercells:
    print(f"  {length:6.0f}  {direct:.4f}  {formula:.4f}")
print("half splitting (eV), Born (e), eps, Born/eps (e), slab (e)")
for row in scan:
    print("  {:.1f}  {:.4f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print("no test failed")
```

It prints:

```
half level splitting                 3.0 eV
hopping                              1.5 eV
hopping decay length                 1.0 angstrom
plane spacing                        2.0 angstrom
surface cell area                    8.0 angstrom^2
Gaussian sheet width                 0.5 angstrom
number of planes                     40
e^2                                  14.3996 eV angstrom
static charge of M, bulk formula     0.8346 e
static charge of M, slab centre      0.8346 e
bond part of Born charge             0.7628 e
Born charge, formula                 1.5974 e
Born charge, Berry phase             1.5974 e
dielectric constant, bulk formula    3.4865
Callen charge = Born/eps             0.4582 e
slab dipole/shift, plane 20          0.4582 e
slab dipole/shift, plane 12          0.4582 e
slab dipole/shift, surface plane 0   0.6551 e
force/outer field, plane 20          0.4582 e
inner field/outer field              0.2868
1/eps                                0.2868
polarizability, 30 planes            1.8437 e angstrom^2/V
polarizability, 40 planes            2.4743 e angstrom^2/V
dielectric constant from slabs       3.4865
Born charge recovered from slabs     1.5974 e
all M moved: dipole/shift per plane  0.4582 e
example shift                        0.01 angstrom
potential step, slab                 0.1036 V
potential step, Callen charge        0.1036 V
potential step, Born charge (wrong)  0.3613 V
induced charge 8+ planes off / max   6.2e-07
supercell length (angstrom), apparent charge direct, formula (e)
      80  1.5250  1.5250
     100  1.0405  1.0405
     160  0.7046  0.7046
     320  0.5553  0.5553
    1280  0.4791  0.4791
half splitting (eV), Born (e), eps, Born/eps (e), slab (e)
  4.0  1.3653  2.2121  0.6172  0.6172
  3.0  1.5974  3.4865  0.4582  0.4582
  2.0  2.1316  7.3768  0.2890  0.2890
no test failed
```
